# Morse Zero-Point Energy and Bond Elongation from Unguided Diffusion Monte Carlo: a numerical check

```python
"""Unguided diffusion Monte Carlo (DMC) for a Morse oscillator.

Result under test, for V(q) = D (1 - exp(-a q))^2, reduced mass m, hbar = 1:
  lam = sqrt(2 m D)/a,  omega = a sqrt(2 D/m),  x = omega/(4 D)
  zero-point energy        E0 = omega/2 - omega x/4
  mean q over psi0         (ln(lam) - digamma(lam - 1/2))/a     (raw walkers)
  mean q over psi0^2       (ln(2 lam) - digamma(2 lam - 1))/a   (true elongation)
Descendant weighting turns the first mean into the second.
q is the elongation from the potential minimum; Hartree atomic units.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.special import digamma


def morse(q, D, a):
    return D * (1.0 - np.exp(-a * q)) ** 2


def formulas(D, m, a):
    lam = np.sqrt(2 * m * D) / a
    omega = a * np.sqrt(2 * D / m)
    x = omega / (4 * D)
    return dict(lam=lam, omega=omega, x=x,
                zpe=omega / 2 - omega * x / 4,
                gap=omega - 2 * omega * x,
                q_walker=(np.log(lam) - digamma(lam - 0.5)) / a,
                q_pure=(np.log(2 * lam) - digamma(2 * lam - 1)) / a)


def diagonalize_hamiltonian(D, m, a, low, high, points):
    """Sinc-grid diagonalization: E0, E1, mean V and q over psi0, q over psi0^2."""
    q = np.linspace(low, high, points)
    h = q[1] - q[0]
    index = np.arange(points)
    diff = index[:, None] - index[None, :]
    safe = np.where(diff == 0, 1, diff)
    sign = np.where(diff % 2 == 0, 1.0, -1.0)
    kinetic = np.where(diff == 0, np.pi ** 2 / 3, 2 * sign / safe ** 2)
    hamiltonian = kinetic / (2 * m * h * h) + np.diag(morse(q, D, a))
    energy, vectors = eigh(hamiltonian, subset_by_index=[0, 1])
    psi = vectors[:, 0] * np.sign(vectors[:, 0].sum())
    mean_v = (morse(q, D, a) @ psi) / psi.sum()
    return energy[0], energy[1], mean_v, (q @ psi) / psi.sum(), q @ psi ** 2


def diagonalize_step(D, m, a, tau, low=-2.0, high=5.0, points=701):
    """Noise-free stationary state of one symmetric DMC step of length tau."""
    q = np.linspace(low, high, points)
    h = q[1] - q[0]
    half = np.exp(-0.5 * tau * morse(q, D, a))
    gauss = np.exp(-m * (q[:, None] - q[None, :]) ** 2 / (2 * tau))
    kernel = half[:, None] * gauss * half[None, :]
    kernel *= h * np.sqrt(m / (2 * np.pi * tau))
    value, vector = eigh(kernel, subset_by_index=[points - 1, points - 1])
    phi = vector[:, 0] * np.sign(vector[:, 0].sum())
    return dict(q=q, kernel=kernel, top=value[0], phi=phi,
                growth=-np.log(value[0]) / tau,
                mean_v=(morse(q, D, a) @ phi) / phi.sum(),
                q_walker=(q @ phi) / phi.sum(), q_pure=q @ phi ** 2)


# Analytic formulas against diagonalization, for two different oscillators
for D, m, a, low, high in [(0.05, 1000.0, 1.0, -2.0, 5.0),
                           (0.05, 400.0, 2.0, -1.5, 8.0)]:
    f = formulas(D, m, a)
    e0, e1, v_mean, q_w, q_p = diagonalize_hamiltonian(D, m, a, low, high, 701)
    assert abs(e0 - f["zpe"]) < 1e-9
    assert abs(e1 - e0 - f["gap"]) < 1e-9
    assert abs(v_mean - f["zpe"]) < 1e-8
    assert abs(q_w - f["q_walker"]) < 1e-7
    assert abs(q_p - f["q_pure"]) < 1e-7

# Weak-anharmonicity limits 1/lam and 3/(4 lam), with a = 1
weak = formulas(0.5, 1.0e6, 1.0)
assert abs(weak["lam"] * weak["q_walker"] - 1.0) < 1e-3
assert abs(weak["lam"] * weak["q_pure"] - 0.75) < 1e-3

# Worked example
D, m, a, tau = 0.05, 1000.0, 1.0, 10.0
f = formulas(D, m, a)
e0_grid, e1_grid, _, qw_grid, qp_grid = diagonalize_hamiltonian(
    D, m, a, -2.0, 5.0, 701)
by_division = {k: diagonalize_step(D, m, a, tau / k) for k in (1, 2, 4, 8)}
step, fine = by_division[1], by_division[2]

# Second-order time-step error: halving a small step divides the shift by 4
# (a first-order error would give 2); larger steps also feel the tau^4 term
step_study = {}
for key, exact in [("growth", f["zpe"]), ("mean_v", f["zpe"]),
                   ("q_pure", f["q_pure"])]:
    shift = {k: by_division[k][key] - exact for k in by_division}
    coarse_ratio = shift[1] / shift[2]
    small_ratio = shift[4] / shift[8]
    remainder = (4 * shift[2] - shift[1]) / 3
    step_study[key] = (coarse_ratio, small_ratio, remainder)
    assert abs(small_ratio - 4) < 0.05, (key, shift)

# Noise-free descendant weights as a function of descendant time
weight = np.ones_like(step["q"])
q_of_steps = []
for n in range(121):
    density = step["phi"] * weight
    q_of_steps.append((step["q"] @ density) / density.sum())
    if n < 120:
        weight = step["kernel"] @ weight / step["top"]
limit = step["phi"] * step["phi"].sum()
assert np.max(np.abs(weight - limit)) < 1e-3 * np.max(limit)
remaining = np.array(q_of_steps) - step["q_pure"]
decay_rate = np.log(remaining[80] / remaining[120]) / (40 * tau)
assert abs(decay_rate / f["gap"] - 1) < 0.01, decay_rate

# Stochastic run: fixed population, systematic resampling, ancestor labels
rng = np.random.default_rng(20240)
walkers, block_steps, blocks, warmup = 4000, 80, 300, 200
record_steps = [0, 10, 20, 40, 80]
sigma = np.sqrt(tau / m)
position = np.zeros(walkers)
potential = morse(position, D, a)


def dmc_step(position, potential):
    """Return new positions, potentials, parent indices and growth energy."""
    moved = position + sigma * rng.standard_normal(walkers)
    new_potential = morse(moved, D, a)
    w = np.exp(-0.5 * tau * (potential + new_potential))
    total = np.cumsum(w)
    edges = np.floor(total / total[-1] * walkers + rng.random()).astype(int)
    copies = np.diff(edges, prepend=0)
    parent = np.repeat(np.arange(walkers), copies)
    growth = -np.log(total[-1] / walkers) / tau
    return moved[parent], new_potential[parent], parent, growth


for _ in range(warmup):
    position, potential, _, _ = dmc_step(position, potential)

growth_blocks = np.zeros(blocks)
potential_blocks = np.zeros(blocks)
elongation_blocks = np.zeros((blocks, len(record_steps)))
surviving = np.zeros(blocks)
for b in range(blocks):
    old_position = position.copy()
    ancestor = np.arange(walkers)
    elongation_blocks[b, 0] = old_position.mean()
    for n in range(1, block_steps + 1):
        position, potential, parent, growth = dmc_step(position, potential)
        ancestor = ancestor[parent]
        growth_blocks[b] += growth / block_steps
        potential_blocks[b] += potential.mean() / block_steps
        if n in record_steps:
            column = record_steps.index(n)
            elongation_blocks[b, column] = old_position[ancestor].mean()
    surviving[b] = np.unique(ancestor).size / walkers


def mean_and_error(data, group=5):
    """Mean and standard error after merging neighbouring blocks."""
    merged = data.reshape(-1, group).mean(axis=1)
    return merged.mean(), merged.std(ddof=1) / np.sqrt(merged.size)


e_growth, err_growth = mean_and_error(growth_blocks)
e_pot, err_pot = mean_and_error(potential_blocks)
q_dmc = [mean_and_error(elongation_blocks[:, k]) for k in range(len(record_steps))]

# DMC against the noise-free finite-step values, within statistical error
assert abs(e_growth - step["growth"]) < 4 * err_growth
assert abs(e_pot - step["mean_v"]) < 4 * err_pot
for (value, error), n in zip(q_dmc, record_steps):
    assert abs(value - q_of_steps[n]) < 4 * error, (n, value, error)
# DMC against the analytic results, allowing for the known finite-step shift
assert abs(e_growth - f["zpe"]) < 4 * err_growth + abs(step["growth"] - f["zpe"])
q_final, err_final = q_dmc[-1]
assert abs(q_final - f["q_pure"]) < 4 * err_final + abs(q_of_steps[80] - f["q_pure"])
# The run must resolve anharmonicity and the need for descendant weighting
assert f["omega"] / 2 - e_growth > 10 * err_growth
assert q_dmc[0][0] - q_final > 10 * np.hypot(q_dmc[0][1], err_final)

to_cm = physical_constants["hartree-inverse meter relationship"][0] / 100
to_pm = physical_constants["Bohr radius"][0] * 1e12
print(f"well depth D = {D:.3f} hartree")
print(f"reduced mass m = {m:.0f} electron masses")
print(f"range parameter a = {a:.1f} 1/bohr")
print(f"lambda = {f['lam']:.4f} (dimensionless)")
print(f"omega = {f['omega']:.6f} hartree")
print(f"anharmonicity x = {f['x']:.4f} (dimensionless)")
print(f"harmonic zero-point energy omega/2 = {f['omega'] / 2:.6f} hartree")
print(f"anharmonic lowering omega x/4 = {f['omega'] * f['x'] / 4:.6f} hartree")
print(f"analytic zero-point energy = {f['zpe']:.6f} hartree")
print(f"analytic zero-point energy = {f['zpe'] * to_cm:.2f} cm^-1")
print(f"diagonalized zero-point energy = {e0_grid:.9f} hartree")
print(f"analytic gap E1-E0 = {f['gap']:.6f} hartree")
print(f"diagonalized gap E1-E0 = {e1_grid - e0_grid:.9f} hartree")
print(f"analytic walker mean of q = {f['q_walker']:.6f} bohr")
print(f"diagonalized walker mean of q = {qw_grid:.6f} bohr")
print(f"analytic true elongation = {f['q_pure']:.6f} bohr")
print(f"diagonalized true elongation = {qp_grid:.6f} bohr")
print(f"analytic true elongation = {f['q_pure'] * to_pm:.3f} pm")
print(f"leading estimates 1/(a lambda), 3/(4 a lambda) = "
      f"{1 / (a * f['lam']):.4f}, {0.75 / (a * f['lam']):.4f} bohr")
print(f"time step = {tau:.1f} a.u.; move width = {sigma:.4f} bohr")
print(f"walkers = {walkers}; warm-up steps = {warmup}")
print(f"blocks = {blocks}; steps per block = {block_steps}")
for label, result, length in [("full", step, tau), ("half", fine, tau / 2)]:
    print(f"{label} step {length:.0f} a.u.: growth-energy shift = "
          f"{(result['growth'] - f['zpe']) * 1e6:.3f} microhartree")
    print(f"{label} step {length:.0f} a.u.: mean-potential shift = "
          f"{(result['mean_v'] - f['zpe']) * 1e6:.3f} microhartree")
    print(f"{label} step {length:.0f} a.u.: true-elongation shift = "
          f"{(result['q_pure'] - f['q_pure']) * 1e6:.2f} microbohr")
for key, label, unit in [("growth", "growth energy", "microhartree"),
                         ("mean_v", "mean potential", "microhartree"),
                         ("q_pure", "true elongation", "microbohr")]:
    coarse_ratio, small_ratio, remainder = step_study[key]
    print(f"{label}: shift ratio {tau:.0f}/{tau / 2:.0f} a.u. = {coarse_ratio:.4f}, "
          f"{tau / 4:.2f}/{tau / 8:.2f} a.u. = {small_ratio:.4f}")
    print(f"{label}: remainder after removing tau^2 term = "
          f"{remainder * 1e6:.5f} {unit}")
print(f"DMC growth energy = {e_growth:.7f} +/- {err_growth:.7f} hartree")
print(f"DMC growth energy = {e_growth * to_cm:.2f} +/- {err_growth * to_cm:.2f} cm^-1")
print(f"noise-free growth energy at this step = {step['growth']:.7f} hartree")
print(f"DMC mean potential = {e_pot:.7f} +/- {err_pot:.7f} hartree")
print(f"noise-free mean potential at this step = {step['mean_v']:.7f} hartree")
print(f"DMC lowering below omega/2 = {(f['omega'] / 2 - e_growth) * 1e6:.2f} "
      f"+/- {err_growth * 1e6:.2f} microhartree")
for (value, error), n in zip(q_dmc, record_steps):
    print(f"descendant time {n * tau:.0f} a.u.: DMC q = {value:.5f} +/- {error:.5f}"
          f" bohr; noise-free q = {q_of_steps[n]:.5f} bohr")
print(f"DMC true elongation = {q_final * to_pm:.3f} +/- {err_final * to_pm:.3f} pm")
print(f"late decay rate of descendant-time error = {decay_rate:.6f} hartree")
print(f"walkers with descendants after {block_steps * tau:.0f} a.u. = "
      f"{100 * surviving.mean():.1f} percent")
print("all tests passed")
```

Printed output:

```
well depth D = 0.050 hartree
reduced mass m = 1000 electron masses
range parameter a = 1.0 1/bohr
lambda = 10.0000 (dimensionless)
omega = 0.010000 hartree
anharmonicity x = 0.0500 (dimensionless)
harmonic zero-point energy omega/2 = 0.005000 hartree
anharmonic lowering omega x/4 = 0.000125 hartree
analytic zero-point energy = 0.004875 hartree
analytic zero-point energy = 1069.94 cm^-1
diagonalized zero-point energy = 0.004875000 hartree
analytic gap E1-E0 = 0.009000 hartree
diagonalized gap E1-E0 = 0.009000000 hartree
analytic walker mean of q = 0.104847 bohr
diagonalized walker mean of q = 0.104847 bohr
analytic true elongation = 0.077840 bohr
diagonalized true elongation = 0.077840 bohr
analytic true elongation = 4.119 pm
leading estimates 1/(a lambda), 3/(4 a lambda) = 0.1000, 0.0750 bohr
time step = 10.0 a.u.; move width = 0.1000 bohr
walkers = 4000; warm-up steps = 200
blocks = 300; steps per block = 80
full step 10 a.u.: growth-energy shift = -2.173 microhartree
full step 10 a.u.: mean-potential shift = -9.271 microhartree
full step 10 a.u.: true-elongation shift = -98.11 microbohr
half step 5 a.u.: growth-energy shift = -0.544 microhartree
half step 5 a.u.: mean-potential shift = -2.334 microhartree
half step 5 a.u.: true-elongation shift = -24.58 microbohr
growth energy: shift ratio 10/5 a.u. = 3.9943, 2.50/1.25 a.u. = 3.9996
growth energy: remainder after removing tau^2 term = -0.00104 microhartree
mean potential: shift ratio 10/5 a.u. = 3.9726, 2.50/1.25 a.u. = 3.9983
mean potential: remainder after removing tau^2 term = -0.02129 microhartree
true elongation: shift ratio 10/5 a.u. = 3.9919, 2.50/1.25 a.u. = 3.9995
true elongation: remainder after removing tau^2 term = -0.06669 microbohr
DMC growth energy = 0.0048696 +/- 0.0000023 hartree
DMC growth energy = 1068.75 +/- 0.51 cm^-1
noise-free growth energy at this step = 0.0048728 hartree
DMC mean potential = 0.0048623 +/- 0.0000024 hartree
noise-free mean potential at this step = 0.0048657 hartree
DMC lowering below omega/2 = 130.43 +/- 2.32 microhartree
descendant time 0 a.u.: DMC q = 0.10444 +/- 0.00028 bohr; noise-free q = 0.10488 bohr
descendant time 100 a.u.: DMC q = 0.09494 +/- 0.00027 bohr; noise-free q = 0.09519 bohr
descendant time 200 a.u.: DMC q = 0.08562 +/- 0.00029 bohr; noise-free q = 0.08598 bohr
descendant time 400 a.u.: DMC q = 0.07891 +/- 0.00036 bohr; noise-free q = 0.07923 bohr
descendant time 800 a.u.: DMC q = 0.07788 +/- 0.00047 bohr; noise-free q = 0.07778 bohr
DMC true elongation = 4.121 +/- 0.025 pm
late decay rate of descendant-time error = 0.008995 hartree
walkers with descendants after 800 a.u. = 27.5 percent
all tests passed
```
